\section*{The Seto barrier of a partially depleted grain}

\section{One boundary with numbers in it}

Consider a single flat grain boundary in an n-type film. On either side the crystal contains $N=2\times10^{17}\ \mathrm{cm^{-3}}$ donors, each of which has given up one electron. Traps in the boundary hold $N_t=1.2\times10^{12}$ electrons per $\mathrm{cm^2}$. These electrons came from the donors, so some of the neighbouring crystal has lost its free electrons. If it has lost all of them up to a sharp edge, the emptied thickness is
\[
\frac{N_t}{N}=\frac{1.2\times10^{12}\ \mathrm{cm^{-2}}}{2\times10^{17}\ \mathrm{cm^{-3}}}
=6\times10^{-6}\ \mathrm{cm}=60\ \mathrm{nm}.
\]
The two sides are alike, so each contributes 30 nm.

The trapped charge is negative and the emptied layers are positive. The electric field is strongest at the boundary and falls linearly to zero at the edge of the emptied layer, because the donor charge is uniform. For relative permittivity 10 the field at the boundary has magnitude $1.086\times10^{7}\ \mathrm{V/m}$, as Gauss's law will show below. The average of a linearly falling field is half its largest value, so the voltage across one layer is
\[
\tfrac12\,(1.086\times10^{7}\ \mathrm{V/m})(30\times10^{-9}\ \mathrm{m})
=0.163\ \mathrm{V}.
\]
In this sharp-edged picture, an electron going from the grain interior to the boundary must climb 0.163 eV. The general formula for this height is the Seto barrier. Its derivation uses the same three ingredients: charge balance, the boundary field, and the voltage across the layer.

\section{Model and sign conventions}

The film is a periodic row of identical flat grains of width $L$, with one thin boundary per period. All quantities depend on the single coordinate $x$, measured from a boundary into the grain. The donor density $N$ is uniform and fully ionized, and the permittivity $\varepsilon$ is uniform. The traps are neutral when empty and carry charge $-e$ when filled, with $e>0$. The symbol $N_t$ means the density per area of \emph{filled} traps. There is no applied voltage.

Let $V(x)$ be the upward bending of the conduction-band edge divided by $e$. It is measured in volts, and $eV$ is an electron's potential energy. Since an electron has charge $-e$, the electrostatic potential is $\phi=-V$ up to a constant. Poisson's equation $\phi''=-\rho/\varepsilon$ therefore becomes
\begin{equation}
V''=\frac{\rho}{\varepsilon}=\frac{e}{\varepsilon}(N-n)
\qquad\text{inside the grain},
\label{eq:poisson}
\end{equation}
where $n$ is the free-electron density. Positive charge makes $V$ curve upward.

The depletion approximation replaces the smooth electron density by a step: $n=0$ within a distance $w$ of a boundary, and $n=N$ in the remaining core. The grain is partially depleted if a core exists, that is, if $2w<L$.

\section{Derivation}

\subsection{Charge balance}

One period contains donor charge $eNL$, free-electron charge $-eN(L-2w)$ and trapped charge $-eN_t$ per unit area. Their sum must vanish:
\begin{align}
eNL-eN(L-2w)-eN_t&=0,\nonumber\\
2Nw&=N_t,\nonumber\\
w&=\frac{N_t}{2N}.
\label{eq:w}
\end{align}
The factor 2 appears because the boundary draws electrons from both sides. The condition $2w<L$ becomes $N_t<NL$: the traps hold fewer electrons than the donors of one grain supply.

\subsection{Field at the boundary}

The sheet charge $-eN_t$ makes the slope of $V$ jump. Integrating $V''=\rho/\varepsilon$ across the thin sheet gives
\[
V'(0^+)-V'(0^-)=-\frac{eN_t}{\varepsilon}.
\]
By mirror symmetry $V'(0^-)=-V'(0^+)$, so
\begin{equation}
V'(0^+)=-\frac{eN_t}{2\varepsilon},\qquad
F_b\equiv|V'(0^+)|=\frac{eN_t}{2\varepsilon}.
\label{eq:field}
\end{equation}
The negative slope says that the band edge descends from the boundary into the grain. This step does not use the depletion approximation.

\subsection{Potential and barrier}

In the depleted layer $n=0$, and equation (\ref{eq:poisson}) reads $V''=eN/\varepsilon$. The core is neutral and field-free. Taking $V=0$ there, continuity requires $V(w)=0$ and $V'(w)=0$. Two integrations from $w$ give
\begin{align}
V'(x)&=\frac{eN}{\varepsilon}(x-w),\nonumber\\
V(x)&=\frac{eN}{2\varepsilon}(w-x)^2,\qquad 0\le x\le w.
\label{eq:parabola}
\end{align}
At $x=0$ the slope is $-eNw/\varepsilon=-eN_t/(2\varepsilon)$, in agreement with (\ref{eq:field}). The barrier is the value of $V$ at the boundary:
\begin{align}
V_S&=\frac{eN}{2\varepsilon}w^2
=\frac{eN}{2\varepsilon}\left(\frac{N_t}{2N}\right)^2
=\frac{eN}{2\varepsilon}\,\frac{N_t^2}{4N^2}\nonumber\\
&=\frac{eN_t^2}{8\varepsilon N}.
\label{eq:seto}
\end{align}
The 8 is a 2 from integrating a linear field times a 4 from squaring the half-share in (\ref{eq:w}). Expression (\ref{eq:seto}) is a voltage; the barrier energy is $eV_S=e^2N_t^2/(8\varepsilon N)$.

Doubling $N_t$ doubles both the boundary field and the layer thickness, so the barrier grows fourfold. Doubling $N$ at fixed $N_t$ leaves the boundary field alone but halves the layer, so the barrier halves.

\section{When the core disappears}

As $N_t$ rises towards $NL$, the two depleted layers of a grain meet at its centre. Inserting $N_t=NL$ in (\ref{eq:seto}) gives the ceiling
\begin{equation}
V_{\max}=\frac{e(NL)^2}{8\varepsilon N}=\frac{eNL^2}{8\varepsilon}.
\label{eq:ceiling}
\end{equation}
With donors as the source of electrons, no more than $NL$ traps per area can be filled, however many are available.

Suppose the boundary offers a density $N_T$ of traps deep enough to take every electron they can get, and let $N$ be varied. For $N<N_T/L$ the grain is fully depleted. The number filled is $NL$, and the barrier (\ref{eq:ceiling}) rises in proportion to $N$. For $N>N_T/L$ all traps are filled, a core exists, and the barrier $eN_T^2/(8\varepsilon N)$ falls as $1/N$. The branches meet at $N=N_T/L$, where both give $eN_TL/(8\varepsilon)$. Within the depletion approximation, this is the largest barrier that doping can produce for given $N_T$ and $L$. The Seto formula describes the falling branch. The peak is approached only if the traps stay below the Fermi energy even at that bending. For $N_T=1.2\times10^{12}\ \mathrm{cm^{-2}}$, $L=200\ \mathrm{nm}$ and relative permittivity 10 it is 0.54 V, at $N=6\times10^{16}\ \mathrm{cm^{-3}}$. Traps 0.5 eV below the band edge, which are full in the example treated later, cannot all fill at that doping, and the maximum they give is lower.

\section{Electrons at a finite temperature}

\subsection{A first integral}

The sharp depletion edge is an idealization. In equilibrium, non-degenerate electrons follow the Boltzmann law
\begin{equation}
n=N\,e^{-eV/kT},
\label{eq:boltz}
\end{equation}
where $V$ is now measured from the level at which $n=N$. Its derivative is $n'=-(eV'/kT)\,n$, so $nV'=-(kT/e)\,n'$. Multiply (\ref{eq:poisson}) by $V'$ and use this relation:
\begin{align*}
V'V''&=\frac{e}{\varepsilon}\left(NV'-nV'\right),\\
\frac{d}{dx}\left(\frac{V'^2}{2}\right)
&=\frac{e}{\varepsilon}\,\frac{d}{dx}\left(NV+\frac{kT}{e}n\right).
\end{align*}
Integrate from the grain centre, where $V'=0$ by symmetry, to the boundary, where $|V'|=F_b$. Let $n_c$ and $n_b$ be the electron densities at centre and boundary, and $V_b$ the difference in $V$ between boundary and centre. Then
\[
\frac{F_b^2}{2}=\frac{e}{\varepsilon}
\left[NV_b-\frac{kT}{e}(n_c-n_b)\right].
\]
By (\ref{eq:field}) the left side is $e^2N_t^2/(8\varepsilon^2)$. Multiplying by $\varepsilon/(eN)$ turns it into $V_S$, so
\begin{equation}
V_b=V_S+\frac{kT}{e}\,\frac{n_c-n_b}{N}.
\label{eq:exact}
\end{equation}
Within the Poisson--Boltzmann model this holds for any grain width.

The correction has a mechanical meaning. The net electric force per area on the charge in half a grain has magnitude $\varepsilon F_b^2/2$, which is fixed by $N_t$. The donors are pulled towards the boundary with force $eNV_b$, and the free electrons are pushed away with force $kT(n_c-n_b)$. Electrons that remain in the field offset part of the pull on the donors, so $V_b$ must be larger to give the same net force.

\subsection{Sign and size of the correction}

Equations (\ref{eq:poisson}) and (\ref{eq:boltz}) show that $V''$ has the sign of $V$. Suppose $V$ were negative at the centre. Starting there with zero slope, it would curve downward and keep falling towards the boundary, contrary to (\ref{eq:field}). If it were zero there, it would stay zero. Hence $V$ is positive at the centre and rises steadily towards the boundary. It follows that $0<n_b<n_c<N$, and
\begin{equation}
V_S<V_b<V_S+\frac{kT}{e}.
\label{eq:bounds}
\end{equation}
The Seto formula is thus a lower bound in this model, and its error is less than $kT/e$. If $T\to0$ while the donors are kept ionized, $V_b\to V_S$. This is a mathematical limit; in a real film electrons may return to the donors on cooling.

\subsection{High and low barriers in a wide grain}

When the core is many Debye lengths wide, $n_c\simeq N$ and $n_b\simeq Ne^{-eV_b/kT}$. The Debye length is $L_D=\sqrt{\varepsilon kT/(e^2N)}$. With $u=eV_b/kT$ and $u_S=eV_S/kT$, equation (\ref{eq:exact}) becomes
\begin{equation}
u-1+e^{-u}=u_S,\qquad u_S=\frac{w^2}{2L_D^2}.
\label{eq:u}
\end{equation}
The second relation follows from $V_S=eNw^2/(2\varepsilon)$ and the definition of $L_D$.

For a high barrier, $e^{-u}$ is negligible and $u\simeq u_S+1$, or $V_b\simeq V_S+kT/e$. For a low barrier, expand $e^{-u}\simeq1-u+u^2/2$. Then $u^2/2\simeq u_S$, so $u\simeq w/L_D$ and
\[
V_b\simeq\frac{kT}{e}\,\frac{w}{L_D}
=\frac{eNwL_D}{\varepsilon}
=\frac{eN_t}{2\varepsilon}L_D=F_bL_D .
\]
The middle step uses $kT/e=eNL_D^2/\varepsilon$. The barrier is now linear in $N_t$, not quadratic: the field extends over a Debye length, whatever the trapped charge. In a wide grain the Seto formula is therefore accurate only if $w$ is many times $L_D$: by (\ref{eq:u}) it is 32\% too low at $w=2L_D$ and still 7\% too low at $w=5L_D$.

\section{Worked example}

\subsection{The barrier}

The values are round model parameters: relative permittivity 10, $N=2\times10^{17}\ \mathrm{cm^{-3}}$, $N_t=1.2\times10^{12}\ \mathrm{cm^{-2}}$, $L=200\ \mathrm{nm}$ and $T=300\ \mathrm{K}$. The largest filled-trap density compatible with a core is $NL=4\times10^{12}\ \mathrm{cm^{-2}}$, so the grain is partially depleted. With $w=30\ \mathrm{nm}$ the core is $200-60=140\ \mathrm{nm}$ wide, against a Debye length of 8.45 nm.

In SI units $N_t=1.2\times10^{16}\ \mathrm{m^{-2}}$ and $\varepsilon=8.854\times10^{-11}\ \mathrm{F/m}$. Thus
\begin{align*}
F_b&=\frac{(1.602\times10^{-19})(1.2\times10^{16})}
{2(8.854\times10^{-11})}\ \mathrm{V/m}
=1.086\times10^7\ \mathrm{V/m},\\
V_S&=\tfrac12F_bw=0.1629\ \mathrm{V}.
\end{align*}
The barrier energy is 0.163 eV, or $2.61\times10^{-20}$ J.

For comparison, the Poisson--Boltzmann equation was solved numerically on a periodic grain with the trapped charge at one grid point. Neither a depletion edge nor equal sharing between the sides was imposed. The boundary field came out at $1.086\times10^7\ \mathrm{V/m}$ on both sides, and the barrier at 0.1887 V. Equation (\ref{eq:exact}) gives
\[
0.1629\ \mathrm{V}+0.0258\ \mathrm{V}=0.1887\ \mathrm{V}.
\]
The Seto value is 14\% below the Poisson--Boltzmann barrier, and the difference is nearly the full thermal voltage, 0.02585 V.

\subsection{Why the small correction matters}

The electron density at the boundary depends exponentially on the barrier. The Seto value gives $n_b/N=e^{-eV_S/kT}=1.84\times10^{-3}$, while the numerical solution gives $6.76\times10^{-4}$. The ratio is 2.72, as expected from an extra barrier of about $kT/e$:
\[
\frac{n_b}{N}\simeq e^{-(eV_S+kT)/kT}=e^{-1}\,e^{-eV_S/kT}.
\]
This also shows what a plot of $\ln n_b$ against $1/T$ would reveal. If $N$, $N_t$ and $\varepsilon$ do not change with temperature, the core is wide and the barrier is high, its slope is $-eV_S/k$: the thermal correction changes the prefactor and leaves the slope at the Seto value. In a narrow grain $n_c$ itself depends on temperature, and the slope departs from this value.

\subsection{A narrow core}

Now let $L=70\ \mathrm{nm}$ with everything else unchanged. The depletion picture leaves a core of 10 nm, about one Debye length, which is too narrow to be neutral. The numerical density at the centre is $n_c=0.388N$. Since $n_b$ is much smaller, the correction is about $0.388\times0.02585\ \mathrm{V}=0.0100\ \mathrm{V}$. The predicted barrier, $0.1629+0.0100=0.1729\ \mathrm{V}$, agrees with the numerical one. The Seto formula is closer here than in the wide grain, although its picture of a neutral core is worse. The reason is (\ref{eq:exact}): the error in the barrier is set by $n_c-n_b$, which is smaller in the narrow grain. This concerns the height above the grain centre. Measured from the level at which $n=N$, the boundary lies higher by $(kT/e)\ln(N/n_c)=0.0245\ \mathrm{V}$, at 0.197 V. That height sets the electron density at the boundary, and it is further from the Seto value than the 0.189 V of the wide grain.

\subsection{Scaling and ceiling}

Numerical barriers for the 200 nm grain at 100 K and 30 K, with donors kept ionized, were extrapolated linearly to zero temperature. The original parameters give 0.1629 V. Doubling $N_t$ gives 0.6514 V, four times as much; doubling $N$ instead gives 0.0814 V, half as much. These tests confirm the prefactor and both powers in (\ref{eq:seto}). At 30 K the parabola (\ref{eq:parabola}) was also tested halfway through the layer. There $V=V_S/4$, so the drop from the boundary should be $\tfrac34V_S=0.1221\ \mathrm{V}$, which is the numerical value.

For the ceiling, take $L=60\ \mathrm{nm}$ and $N_t=0.999\,NL$ at 300 K. Equation (\ref{eq:ceiling}) gives 0.1629 V, the same as $V_S$ above because 60 nm is just the $2w$ of the main example. The numerical barrier is 0.1626 V, lower by about 0.2\% of the ceiling.

\section{Are the traps really filled?}

So far $N_t$ has been given. In a real boundary it depends on the trap level, and the barrier itself lifts that level relative to the Fermi energy $E_F$. Let $N_T$ traps per area lie at an energy $D$ below the conduction-band edge at the boundary. Their filled fraction is
\begin{equation}
f=\frac{N_t}{N_T}=\frac{1}{1+e^{(\Delta-D)/kT}},\qquad
\Delta=kT\ln\frac{N_c}{N}+eV(0).
\label{eq:fill}
\end{equation}
Here $\Delta$ is the height of the band edge above $E_F$ at the boundary, $N_c$ is the effective density of states of the conduction band, and any degeneracy factor of the trap is absorbed in $D$. The first term of $\Delta$ is the distance from $E_F$ to the band edge where $n=N$; the second is the bending. Filling more traps raises $V(0)$, which raises the trap level and opposes further filling. Equation (\ref{eq:fill}) must therefore be solved together with the electrostatics.

Take $N_T=1.2\times10^{12}\ \mathrm{cm^{-2}}$ and $N_c=5\times10^{18}\ \mathrm{cm^{-3}}$ in the 200 nm grain at 300 K. If all traps were filled,
\[
\Delta=(0.02585\ \mathrm{eV})\ln25+0.189\ \mathrm{eV}
=0.083\ \mathrm{eV}+0.189\ \mathrm{eV}=0.272\ \mathrm{eV}.
\]
Traps with $D=0.5\ \mathrm{eV}$ would then lie 0.228 eV below $E_F$, almost nine times $kT$. The self-consistent filled fraction is 0.99985, and the barrier stays at 0.189 V.

Traps with $D=0.2\ \mathrm{eV}$ would lie 0.072 eV above $E_F$, which contradicts the assumption that they are full. The self-consistent fraction is 0.670 and the barrier is 0.098 V, about half the previous value. With the density actually filled, the Seto part is $0.670^2\times0.1629\ \mathrm{V}=0.073\ \mathrm{V}$; the thermal correction supplies the remaining 0.025 V. The formula with its thermal correction thus still describes the electrostatics, but inserting the available trap density for the filled one would give the wrong barrier.

\section{What the model leaves out}

The Boltzmann law requires $N\ll N_c$. At 300 K $N/N_c=0.04$, so it is a reasonable approximation; heavier doping calls for Fermi--Dirac statistics. So does strong cooling with the donors kept ionized, because $N_c$ falls as $T^{3/2}$ in a parabolic band: at 30 K it would be below $N$. The low-temperature barriers above therefore test the formula within the Boltzmann model and do not describe a real film at 30 K. An applied voltage would break the mirror symmetry used in (\ref{eq:field}), and the two sides of a boundary would then have different barriers.

The model also smears point charges into uniform densities. In the example the typical distance between donors is $N^{-1/3}\simeq17\ \mathrm{nm}$ and that between trapped electrons is $N_t^{-1/2}\simeq9\ \mathrm{nm}$. Neither is very small compared with $w=30\ \mathrm{nm}$, so the local barrier should vary along the boundary. The value $V_S$ belongs to the averaged charge, and the numerical solution shares this averaging. Its agreement with (\ref{eq:exact}) therefore checks the electrostatics of the model, not the size of such variations. The computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Relative permittivity: 10.0
Donor density N: 2.000e+17 cm^-3
Filled trap density Nt: 1.200e+12 cm^-2
Grain width L: 200.0 nm
Temperature: 300.0 K
Band density of states Nc: 5.000e+18 cm^-3
Thermal voltage kT/e: 0.02585 V
Debye length: 8.452 nm
Depletion width per side w: 30.00 nm
Undepleted core L-2w: 140.00 nm
Largest Nt for partial depletion: 4.000e+12 cm^-2
Boundary field, formula: 1.0857e+07 V/m
Boundary field, numerical right: 1.0857e+07 V/m
Boundary field, numerical left: 1.0857e+07 V/m
Seto barrier: 0.16286 V
Seto barrier energy: 2.6092e-20 J
Numerical barrier, wide grain: 0.18868 V
Thermal correction, wide grain: 0.02583 V
Seto plus correction, wide grain: 0.18868 V
Boundary n/N from Seto barrier: 1.8371e-03
Boundary n/N, numerical: 6.7631e-04
Narrow grain width: 70.0 nm
Narrow grain centre n/N: 0.3876
Numerical barrier, narrow grain: 0.17286 V
Seto plus correction, narrow: 0.17286 V
Case N=2.0e+17 cm^-3, Nt=1.2e+12 cm^-2:
  barrier at 100 K: 0.17147 V
  barrier at 30 K: 0.16544 V
  extrapolated to 0 K: 0.16286 V
  Seto formula: 0.16286 V
Case N=2.0e+17 cm^-3, Nt=2.4e+12 cm^-2:
  barrier at 100 K: 0.66004 V
  barrier at 30 K: 0.65401 V
  extrapolated to 0 K: 0.65143 V
  Seto formula: 0.65142 V
Case N=4.0e+17 cm^-3, Nt=1.2e+12 cm^-2:
  barrier at 100 K: 0.09004 V
  barrier at 30 K: 0.08401 V
  extrapolated to 0 K: 0.08143 V
  Seto formula: 0.08143 V
Profile test distance: 15.00 nm
Potential drop there, numerical: 0.12214 V
Potential drop there, parabola: 0.12214 V
Ceiling test: L=60.0 nm, Nt/(N L)=0.999
Barrier ceiling, formula: 0.16286 V
Barrier near full depletion, numerical: 0.16260 V
Trap depth 0.5 eV: filled fraction 0.99985
Trap depth 0.5 eV: barrier 0.18863 V
Trap depth 0.2 eV: filled fraction 0.67028
Trap depth 0.2 eV: barrier 0.09844 V
\end{verbatim}
